# Peierls link phases and gauge-origin errors in grid Hamiltonians: a program that tests the result

```python
"""Gauge covariance of a grid Hamiltonian for an electron of charge -e.

Result under test: with link phases exp(i * line integral of q), q = e A/(hbar c),
a change of gauge is an exact unitary transformation of the grid Hamiltonian.
Separate discretisation of p^2, A.p + p.A and A^2 makes energies depend on
the gauge origin; the shift of a low level is of order (grid spacing)^2.

Symbols: a = grid spacing (nm); kin = hbar^2/(2m) (meV nm^2);
kappa = e B/(hbar c) (1/nm^2); d = displacement of the gauge origin along x (nm);
lam = e chi/(hbar c), the dimensionless gauge function.
The physical system is a two-dimensional harmonic dot in a perpendicular field.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.sparse.linalg import eigsh

# Gaussian (cgs) constants, then working units meV and nm
hbar = const.hbar * 1e7
mass = const.m_e * 1e3
light = const.c * 1e2
charge = const.e * const.c * 10.0
meV = const.e * 1e4
field = 5.0e5
kin = hbar**2 / (2 * mass) / meV * 1e14
kappa = charge * field / (hbar * light) * 1e-14
cyclotron = hbar * charge * field / (mass * light) / meV
dot = 10.0
half_width = 12.0


def grid(a):
    """Number of points per axis and flattened coordinates."""
    m = int(round(half_width / a))
    line = a * np.arange(-m, m + 1)
    x, y = np.meshgrid(line, line, indexing="ij")
    return len(line), x.ravel(), y.ravel()


def potential(x, y):
    return dot**2 / (4 * kin) * (x**2 + y**2)


def symmetric(d):
    return lambda x, y: (-kappa * y / 2, kappa * (x - d) / 2)


def landau(x, y):
    return -kappa * y, 0 * x


def peierls(a, q, nodes=12, order=2):
    """Link phases from Gauss-Legendre line integrals; nodes=1 is the midpoint."""
    n, x, y = grid(a)
    coef = {2: [-2.0, 1.0], 4: [-5 / 2, 4 / 3, -1 / 12]}[order]
    u, w = np.polynomial.legendre.leggauss(nodes)
    u, w = (u + 1) / 2, w / 2
    index = np.arange(n * n).reshape(n, n)
    hops = sp.csr_matrix((n * n, n * n), dtype=complex)
    for axis in (0, 1):
        for j in range(1, len(coef)):
            if axis == 0:
                start, end = index[:-j, :].ravel(), index[j:, :].ravel()
            else:
                start, end = index[:, :-j].ravel(), index[:, j:].ravel()
            phase = np.zeros(len(start))
            for ui, wi in zip(u, w):
                px = x[start] + (ui * j * a if axis == 0 else 0.0)
                py = y[start] + (ui * j * a if axis == 1 else 0.0)
                phase += wi * j * a * q(px, py)[axis]
            value = -kin / a**2 * coef[j] * np.exp(1j * phase)
            hops = hops + sp.csr_matrix((value, (start, end)),
                                        shape=(n * n, n * n))
    diagonal = potential(x, y) - 2 * coef[0] * kin / a**2
    return (hops + hops.conj().T + sp.diags(diagonal)).tocsr()


def difference_matrices(a):
    """Central first and second differences along x and y."""
    n = grid(a)[0]
    up = sp.eye(n, k=1, format="csr")
    one = sp.eye(n, format="csr")
    first = (up - up.T) / (2 * a)
    second = (up + up.T - 2 * one) / a**2
    return ([sp.kron(first, one), sp.kron(one, first)],
            [sp.kron(second, one), sp.kron(one, second)])


def term_by_term(a, q):
    """p^2, the symmetrised A.p + p.A, and A^2 discretised separately."""
    n, x, y = grid(a)
    first, second = difference_matrices(a)
    h = sp.diags(potential(x, y)).astype(complex)
    for axis in (0, 1):
        qd = sp.diags(q(x, y)[axis])
        h = h + kin * (-second[axis]
                       - 1j * (qd @ first[axis] + first[axis] @ qd) + qd @ qd)
    return h.tocsr()


def lowest(h):
    rng = np.random.default_rng(1)
    v = rng.normal(size=h.shape[0]) + 1j * rng.normal(size=h.shape[0])
    return float(eigsh(h.tocsc(), k=1, sigma=0.0, v0=v,
                       return_eigenvectors=False)[0].real)


def spectrum(h):
    return np.linalg.eigvalsh(h.toarray())


def largest(matrix):
    return float(np.abs(matrix.toarray()).max())


def plaquette_phase(h, n):
    """Phase of the hopping product around the cell whose corner is the centre."""
    i = (n // 2) * n + n // 2
    ring = [i, i + n, i + n + 1, i + 1, i]
    return float(np.angle(np.prod([-h[ring[k], ring[k + 1]] for k in range(4)])))


a = 1.0
n, x, y = grid(a)
t = kin / a**2
omega = np.sqrt(dot**2 + cyclotron**2 / 4)
ell2 = 2 * kin / omega
print(f"magnetic field B = {field:.1e} G")
print(f"dot quantum hbar*omega0 = {dot:.1f} meV")
print(f"hbar^2/2m = {kin:.4f} meV nm^2")
print(f"kappa = eB/(hbar c) = {kappa:.6f} nm^-2")
print(f"cyclotron quantum hbar*e*B/(m c) = {cyclotron:.4f} meV")
print(f"exact continuum ground energy = {omega:.5f} meV")
print(f"squared dot length ell^2 = {ell2:.4f} nm^2")
print(f"grid spacing a = {a:.1f} nm, points = {n} x {n} = {n*n}")
print(f"hopping t = {t:.4f} meV")

# Exact covariance under a curved gauge function, for two stencils
base = symmetric(0.0)


def curved(px, py):
    qx, qy = base(px, py)
    return (qx + 2 / 3 * np.cos(px / 3) * np.sin(py / 5),
            qy + 2 / 5 * np.sin(px / 3) * np.cos(py / 5))


gauge = sp.diags(np.exp(-1j * 2 * np.sin(x / 3) * np.sin(y / 5)))
for order in (2, 4):
    h0, h1 = peierls(a, base, order=order), peierls(a, curved, order=order)
    deviation = largest(h1 - gauge @ h0 @ gauge.conj())
    assert deviation < 1e-10
    assert largest(h1 - h0) > 1.0
    print(f"stencil order {order}: max |H' - G H G+| = {deviation:.1e} meV")

# The midpoint rule is enough for quadratic gauge functions, not for curved ones


def quadratic(px, py):
    qx, qy = base(px, py)
    return qx + 0.10 * px - 0.03 * py, qy - 0.03 * px


g2 = sp.diags(np.exp(-1j * (0.05 * x**2 - 0.03 * x * y)))
h_base = peierls(a, base)
assert largest(peierls(a, quadratic, nodes=1) - g2 @ h_base @ g2.conj()) < 1e-10
e_base = lowest(h_base)
midpoint_shift = lowest(peierls(a, curved, nodes=1)) - e_base
assert abs(midpoint_shift) > 1e-4
assert abs(lowest(peierls(a, curved)) - e_base) < 1e-9
print(f"curved gauge, midpoint links: ground shift = {midpoint_shift:.5f} meV")

# Gauge flux through one cell
assert abs(plaquette_phase(peierls(a, curved), n) - kappa * a**2) < 1e-12
print(f"Peierls plaquette phase = {kappa*a**2:.6f} rad")

# Scan of the gauge origin
print("d(nm) | E Peierls | E term-by-term | lower bound (meV) | flux ratio")
first, second = difference_matrices(a)
term_energies = []
for d in (0.0, 5.0, 10.0, 20.0, 40.0):
    q = symmetric(d)
    hp, ht = peierls(a, q), term_by_term(a, q)
    ep, et = lowest(hp), lowest(ht)
    assert abs(ep - e_base) < 1e-9
    # exact rewriting with rescaled kinetic energy and removable line phases
    rebuilt = sp.diags(potential(x, y)).astype(complex)
    floor = potential(x, y)
    for axis, coordinate in ((0, x), (1, y)):
        theta = a * q(x, y)[axis]
        s = np.sqrt(1 + theta**2)
        g = sp.diags(np.exp(-1j * np.arctan(theta) * coordinate / a))
        rebuilt = rebuilt + g @ sp.diags(s) @ (-kin * second[axis]) @ g.conj()
        rebuilt = rebuilt + sp.diags(t * (s - 1)**2)
        floor = floor + t * (s - 1)**2
    assert largest(rebuilt - ht) < 1e-9
    assert et > floor.min()
    flux = plaquette_phase(ht, n)
    flux_formula = (np.arctan(kappa * a * (a - d) / 2)
                    + np.arctan(kappa * a * d / 2)
                    + np.arctan(kappa * a**2 / 2))
    assert abs(flux - flux_formula) < 1e-12
    term_energies.append(et)
    print(f"{d:5.1f} | {ep:.6f} | {et:.6f} | {floor.min():.6f} | "
          f"{flux/(kappa*a**2):.5f}")
assert np.all(np.diff(term_energies) > 1e-2)

# Landau gauge
ep_landau, et_landau = lowest(peierls(a, landau)), lowest(term_by_term(a, landau))
assert abs(ep_landau - e_base) < 1e-9
assert abs(et_landau - term_energies[0]) > 1e-3
print(f"Landau gauge, Peierls ground energy = {ep_landau:.6f} meV")
print(f"Landau gauge, term-by-term ground energy = {et_landau:.6f} meV")

# Whole spectra and the mean eigenvalue
d_trace = 20.0
levels_p = [spectrum(peierls(a, symmetric(d))) for d in (0.0, d_trace)]
levels_t = [spectrum(term_by_term(a, symmetric(d))) for d in (0.0, d_trace)]
spread = float(np.abs(levels_p[1] - levels_p[0]).max())
assert spread < 1e-9
mean_shift = float(np.mean(levels_t[1]) - np.mean(levels_t[0]))
mean_formula = (charge * field * d_trace * 1e-7)**2 / (8 * mass * light**2) / meV
assert abs(mean_shift - mean_formula) < 1e-8
print(f"all Peierls levels, d = 0 and {d_trace:.0f} nm: max change = {spread:.1e} meV")
print(f"term-by-term mean level rise, d = {d_trace:.0f} nm: {mean_shift:.5f} meV")
print(f"e^2 B^2 d^2/(8 m c^2) = {mean_formula:.5f} meV")

# No magnetic field at all: a constant vector potential still shifts energies
q_constant = 0.5


def constant(px, py):
    return 0 * px, q_constant + 0 * py


def zero(px, py):
    return 0 * px, 0 * py


free_levels = spectrum(peierls(a, zero))
assert np.abs(spectrum(peierls(a, constant)) - free_levels).max() < 1e-9
constant_levels = spectrum(term_by_term(a, constant))
scale = np.sqrt(1 + (q_constant * a)**2)
scaled = (sp.diags(potential(x, y) + t * (scale - 1)**2)
          - kin * second[0] - scale * kin * second[1])
assert np.abs(constant_levels - spectrum(scaled)).max() < 1e-9
assert constant_levels[0] - free_levels[0] > 0.1
print(f"B = 0, constant eA/(hbar c) = {q_constant:.1f} nm^-1, scale s = {scale:.6f}")
print(f"B = 0, Peierls ground energy = {free_levels[0]:.6f} meV")
print(f"B = 0, term-by-term ground energy = {constant_levels[0]:.6f} meV")

# Small-spacing laws against diagonalisation on finer grids
d_law = 10.0
delta = kappa * d_law / 2
u, w = 1 / (2 * ell2), kappa**2 * ell2 / 8
origin_law = kin * (delta**2 / (4 * ell2) + delta**4 / 4)
peierls_law = -kin * (u + w)**2 / 2
print(f"a^2 laws for d = {d_law:.0f} nm, delta = {delta:.5f} nm^-1")
origin_ratio, peierls_ratio = [], []
for spacing in (1.0, 0.5, 0.25):
    shift = (lowest(term_by_term(spacing, symmetric(d_law)))
             - lowest(term_by_term(spacing, base)))
    error = lowest(peierls(spacing, base)) - omega
    origin_ratio.append(shift / spacing**2)
    peierls_ratio.append(error / spacing**2)
    print(f"a = {spacing:.2f} nm: origin shift = {shift:.6f} meV, "
          f"Peierls error = {error:.6f} meV")
origin_limit = (4 * origin_ratio[2] - origin_ratio[1]) / 3
peierls_limit = (4 * peierls_ratio[2] - peierls_ratio[1]) / 3
# one per cent allows for the terms left after extrapolation in spacing
assert abs(origin_limit / origin_law - 1) < 0.01
assert abs(peierls_limit / peierls_law - 1) < 0.01
print(f"origin shift / a^2: extrapolated = {origin_limit:.5f} meV nm^-2")
print(f"origin shift / a^2: formula = {origin_law:.5f} meV nm^-2")
print(f"Peierls error / a^2: extrapolated = {peierls_limit:.5f} meV nm^-2")
print(f"Peierls error / a^2: formula = {peierls_law:.5f} meV nm^-2")

print("no test failed")
```

Printed output:

```
magnetic field B = 5.0e+05 G
dot quantum hbar*omega0 = 10.0 meV
hbar^2/2m = 38.0998 meV nm^2
kappa = eB/(hbar c) = 0.075963 nm^-2
cyclotron quantum hbar*e*B/(m c) = 5.7884 meV
exact continuum ground energy = 10.41040 meV
squared dot length ell^2 = 7.3196 nm^2
grid spacing a = 1.0 nm, points = 25 x 25 = 625
hopping t = 38.0998 meV
stencil order 2: max |H' - G H G+| = 6.4e-14 meV
stencil order 4: max |H' - G H G+| = 5.9e-14 meV
curved gauge, midpoint links: ground shift = -0.00302 meV
Peierls plaquette phase = 0.075963 rad
d(nm) | E Peierls | E term-by-term | lower bound (meV) | flux ratio
  0.0 | 10.306661 | 10.320677 | 0.000000 | 0.99952
  5.0 | 10.306661 | 10.378719 | 0.012171 | 0.98552
 10.0 | 10.306661 | 10.678785 | 0.185099 | 0.94214
 20.0 | 10.306661 | 13.340864 | 2.493086 | 0.82265
 40.0 | 10.306661 | 36.159440 | 24.268090 | 0.65358
Landau gauge, Peierls ground energy = 10.306661 meV
Landau gauge, term-by-term ground energy = 10.335398 meV
all Peierls levels, d = 0 and 20 nm: max change = 2.0e-12 meV
term-by-term mean level rise, d = 20 nm: 21.98525 meV
e^2 B^2 d^2/(8 m c^2) = 21.98525 meV
B = 0, constant eA/(hbar c) = 0.5 nm^-1, scale s = 1.118034
B = 0, Peierls ground energy = 9.917289 meV
B = 0, term-by-term ground energy = 10.734972 meV
a^2 laws for d = 10 nm, delta = 0.37982 nm^-1
a = 1.00 nm: origin shift = 0.358108 meV, Peierls error = -0.103734 meV
a = 0.50 nm: origin shift = 0.094592 meV, Peierls error = -0.025826 meV
a = 0.25 nm: origin shift = 0.024001 meV, Peierls error = -0.006450 meV
origin shift / a^2: extrapolated = 0.38589 meV nm^-2
origin shift / a^2: formula = 0.38595 meV nm^-2
Peierls error / a^2: extrapolated = -0.10316 meV nm^-2
Peierls error / a^2: formula = -0.10316 meV nm^-2
no test failed
```
